# Balmer alpha in a weak electric field: linear Stark intensities

## Problem

Hydrogen in a uniform electric field $F$ along $z$ emits Balmer alpha, $n=3\to n=2$. All $n=3$ states are equally populated, without coherence between them. The light is viewed perpendicular to the field, along $y$. Find the positions and relative intensities of the lines polarized along the field (pi) and across it (sigma). Is the light polarized if the lines are not resolved?

The nucleus is fixed. The Stark splitting is taken to be large compared with fine structure and small compared with the distance between shells. Spin then only multiplies all intensities by a common factor. The frequency factor of the emission is treated as common to all lines. Pi intensities are therefore sums of $|\langle z\rangle|^2$, and sigma intensities sums of $|\langle x\rangle|^2$, over all transitions with the same frequency. Lengths are in units of $a_0$.

## A tempting solution

The field mixes states of different $l$. Consider the highest $n=3$ level, with $m=0$. It contains 3s, 3p and 3d with probabilities $\frac13,\frac12,\frac16$. Each of the two $m=0$ levels of $n=2$ is half 2s and half 2p. With $q=3456/15625$, the squared elements of $z$ at $m=0$ are $64q^2$ for 3p→2s, $6q^2$ for 3s→2p and $\frac{3072}{25}q^2$ for 3d→2p. These data are correct and are derived below. Weighting each strength by its probabilities gives

$$\tfrac12\cdot\tfrac12\cdot64+\tfrac13\cdot\tfrac12\cdot6+\tfrac16\cdot\tfrac12\cdot\tfrac{3072}{25}=16+1+\tfrac{256}{25}=\tfrac{681}{25}$$

in units of $q^2$. The two lines from this level to the two $m=0$ levels of $n=2$ would be equally strong, 681 each in units of $q^2/25$.

## The fault

An upper Stark state is a superposition with fixed relative signs, and so is a lower one. The 2s and 2p parts are not separate final states, so their contributions must be added before squaring:

$$I\propto\Big|\sum_{l,l'}c'_{l'}c_l\langle 2l'|z|3l\rangle\Big|^2,\qquad\text{not}\qquad \sum_{l,l'}|c'_{l'}|^2|c_l|^2\,|\langle 2l'|z|3l\rangle|^2 .$$

The cross terms vanish in the sum over both complete shells, because the change of basis is unitary. A check of the total intensity therefore cannot expose the error. A single line needs the signs whenever more than one pair $l,l'$ contributes to its amplitude.

## States and positions

In atomic units the electron has the energy $+Fz$ in the field. With $\xi=r+z$ and $\eta=r-z$ the problem separates, and parabolic states carry $n=n_1+n_2+|m|+1$. Let $k=n_1-n_2$. To first order in $F$ the shifts are $F$ times the eigenvalues of $z$ within a shell.

The radial functions, positive near the origin, are

$$R_{20}=\tfrac{1}{\sqrt2}\left(1-\tfrac r2\right)e^{-r/2},\qquad R_{21}=\tfrac{r}{2\sqrt6}e^{-r/2},$$

$$R_{30}=\tfrac{2}{3\sqrt3}\left(1-\tfrac{2r}3+\tfrac{2r^2}{27}\right)e^{-r/3},\quad R_{31}=\tfrac{8r}{27\sqrt6}\left(1-\tfrac r6\right)e^{-r/3},\quad R_{32}=\tfrac{4r^2}{81\sqrt{30}}e^{-r/3}.$$

With $\int_0^\infty r^pe^{-br}dr=p!/b^{p+1}$, the radial integrals of $r$ inside a shell are

$$\langle2s|r|2p\rangle=\tfrac{24-60}{4\sqrt3}=-3\sqrt3,$$

$$\langle3s|r|3p\rangle=\tfrac{16}{243\sqrt2}\cdot\tfrac{729}{4}\left(1-\tfrac{25}4+\tfrac{25}2-\tfrac{35}4\right)=-9\sqrt2,$$

$$\langle3p|r|3d\rangle=\tfrac{30}{\sqrt5}\left(1-\tfrac74\right)=-\tfrac92\sqrt5 .$$

For the angles, write $c=\cos\theta$, $s=\sin\theta$ and the angular functions as $\Theta(\theta)e^{im\phi}/\sqrt{2\pi}$, with the same $\Theta$ for $\pm m$:

$$\Theta_s=\tfrac1{\sqrt2},\quad \Theta_{p0}=\sqrt{\tfrac32}\,c,\quad \Theta_{p1}=\tfrac{\sqrt3}2s,$$

$$\Theta_{d0}=\sqrt{\tfrac58}(3c^2-1),\quad \Theta_{d1}=\tfrac{\sqrt{15}}2sc,\quad \Theta_{d2}=\tfrac{\sqrt{15}}4s^2 .$$

The elements of $z/r$ are $\int\Theta\Theta'c\,dc$. They equal $\frac1{\sqrt3}$ for $s,p0$, $\frac2{\sqrt{15}}$ for $p0,d0$ and $\frac1{\sqrt5}$ for $p1,d1$.

Multiplying radial and angular parts gives $\langle2s|z|2p0\rangle=-3$, so the $n=2$, $m=0$ eigenvalues are $\pm3$. For $n=3$, $|m|=1$ the element is $-\frac92$, with eigenvalues $\pm\frac92$. For $n=3$, $m=0$, in the order $s,p,d$,

$$z=\begin{pmatrix}0&-3\sqrt6&0\\-3\sqrt6&0&-3\sqrt3\\0&-3\sqrt3&0\end{pmatrix},\qquad \lambda(\lambda^2-54-27)=0,\qquad\lambda=0,\pm9 .$$

All eigenvalues have the form $\frac32nk$. The eigenvectors are

- $n=2$, $m=0$, $k=\pm1$: $(s\mp p)/\sqrt2$
- $n=3$, $m=0$, $k=\pm2$: $s/\sqrt3\mp p/\sqrt2+d/\sqrt6$
- $n=3$, $m=0$, $k=0$: $s/\sqrt3-\sqrt{2/3}\,d$
- $n=3$, $|m|=1$, $k=\pm1$: $(p\mp d)/\sqrt2$

The states 2p with $|m|=1$ and 3d with $|m|=2$ stand alone in their shells and have $k=0$. The labels can be checked on the wave functions. The $n=2$, $k=1$ combination is proportional to $(1-\xi/2)e^{-r/2}$, and the $n=3$, $k=2$ combination to $(1-\frac23\xi+\frac1{18}\xi^2)e^{-r/3}$. All their nodes are in $\xi$, so $n_2=0$.

The displacement of a line, in units of $\frac32ea_0F$, is thus

$$\Delta=3k-2k' ,$$

where the prime marks the lower state. Positive $\Delta$ means higher frequency.

## Dipole elements between the shells

For products of an $n=3$ and an $n=2$ function the exponent is $b=\frac56$. Relative to $\int r^4e^{-br}dr=24(6/5)^5$, one extra power of $r$ gives the factor 6 and two give $\frac{216}5$. Hence

$$R(2s,3p)=\tfrac4{27\sqrt3}\,24\left(\tfrac65\right)^5\left(1-4+\tfrac{18}5\right)=8\sqrt3\,q,$$

$$R(2p,3s)=\tfrac1{9\sqrt2}\,24\left(\tfrac65\right)^5\left(1-4+\tfrac{16}5\right)=3\sqrt2\,q,$$

$$R(2p,3d)=\tfrac1{243\sqrt5}\,720\left(\tfrac65\right)^7=\tfrac{48}{\sqrt5}\,q .$$

Numerically these are 3.0648, 0.9384 and 4.7480. With the angular factors, the elements of $z$ in units of $q$ are

$$\langle2s|z|3p0\rangle=8,\quad\langle2p0|z|3s\rangle=\sqrt6,\quad\langle2p0|z|3d0\rangle=\tfrac{32\sqrt3}5,\quad\langle2p1|z|3d1\rangle=\tfrac{48}5 .$$

For $x=r\sin\theta\cos\phi$ the azimuthal integral between neighbouring $m$ gives $\frac12$. The elements of $x/r$ are then $\frac12\int\Theta\Theta's\,dc$: $\frac1{\sqrt6}$ for $s,p1$, $-\frac1{\sqrt{30}}$ for $p1,d0$, $\frac1{\sqrt{10}}$ for $p0,d1$ and $\frac1{\sqrt5}$ for $p1,d2$. In units of $q$,

$$\langle2p1|x|3s\rangle=\sqrt3,\quad\langle2p1|x|3d0\rangle=-\tfrac{8\sqrt6}5,\quad\langle2s|x|3p1\rangle=4\sqrt2,$$

$$\langle2p0|x|3d1\rangle=\tfrac{24\sqrt2}5,\quad\langle2p1|x|3d2\rangle=\tfrac{48}5 .$$

## Pi lines

From $k=2$, $m=0$ to $k'=\pm1$, $m=0$, the product of the expansions gives

$$\frac1{\sqrt2}\left[-\frac8{\sqrt2}\mp\left(\frac{\sqrt6}{\sqrt3}+\frac{32\sqrt3}{5\sqrt6}\right)\right]=-4\mp\left(1+\frac{16}5\right).$$

This is $-\frac{41}5$ for $k'=1$ ($\Delta=4$) and $+\frac15$ for $k'=-1$ ($\Delta=8$). In units of $u=q/5$ the intensities are $41^2=1681$ and $1$. The terms that gave two equal lines in the tempting solution add in one line and nearly cancel in the other.

From $k=0$, $m=0$ to $k'=\pm1$,

$$\mp\frac1{\sqrt2}\left(\frac{\sqrt6}{\sqrt3}-\sqrt{\frac23}\,\frac{32\sqrt3}5\right)=\mp\left(1-\frac{32}5\right)=\pm\frac{27}5,$$

so $\Delta=\mp2$ with intensity $27^2=729$. From $k=\pm1$, $|m|=1$ to 2p with the same $m$, the amplitude is $\mp\frac1{\sqrt2}\frac{48}5$, at $\Delta=\pm3$. Each sign of $m$ contributes $48^2/2=1152$, together 2304.

## Sigma lines

From $m=0$ to $m=\pm1$ the p part of the upper state does not contribute, because the lower state is also p:

$$k=\pm2:\ 1-\tfrac85=-\tfrac35,\qquad k=0:\ 1+\sqrt{\tfrac23}\,\tfrac{8\sqrt6}5=\tfrac{21}5 .$$

Two final states double the squares, giving $2\cdot9=18$ at $\Delta=\pm6$ and $2\cdot441=882$ at $\Delta=0$.

From $k=1$, $|m|=1$ to $k'=\pm1$, $m=0$,

$$\tfrac12\left(4\sqrt2\pm\tfrac{24\sqrt2}5\right)=\sqrt2\left(2\pm\tfrac{12}5\right)=\tfrac{22\sqrt2}5\ \text{ or }\ -\tfrac{2\sqrt2}5 .$$

With both signs of $m$, this gives $2\cdot968=1936$ at $\Delta=1$ and $2\cdot8=16$ at $\Delta=5$. Reflection $z\to-z$ supplies the same intensities at $-\Delta$.

Finally, $|m|=2$ to $|m|=1$ has amplitude $\frac{48}5$ and occurs twice, giving $2\cdot2304=4608$ at $\Delta=0$. The central line has $882+4608=5490$.

The pattern in units of $u^2$ is therefore

- pi: 729, 2304, 1681, 1 at $\Delta=\pm2,\pm3,\pm4,\pm8$
- sigma: 5490 at $\Delta=0$, and 1936, 16, 18 at $\Delta=\pm1,\pm5,\pm6$

## Is the unresolved light polarized?

Adding the listed numbers gives 4715 for pi and 7460 for sigma, which seems to show an excess of sigma light. This sum counts the central line in full but only one member of each displaced pair. The correct totals are

$$2(729+2304+1681+1)=9430,\qquad 5490+2(1936+16+18)=9430 .$$

The equality follows from symmetry. Summed over complete shells, squared elements of $z$ and $x$ must agree, since a rotation only mixes states within each shell. The common value also follows without Stark states. Summed over $m$, the squared angular factors of $z/r$ are $\frac13$ for s–p and $\frac4{15}+2\cdot\frac15=\frac23$ for p–d, so

$$\tfrac13(192+18)+\tfrac23\cdot460.8=377.2,\qquad 377.2\,q^2=9430\,u^2 .$$

To leading order in the field, the unresolved light is unpolarized.

This result relies on the equal population; unequal populations can polarize the light. If the state $k=2$, $m=0$ alone were populated, pi would receive $1681+1=1682$ and sigma 18, and the light would be strongly polarized along the field.

The direction of view matters too. Along the field the pi lines disappear, because a dipole does not radiate along its axis. The $x$ and $y$ polarizations then each show the sigma pattern.

## A field of $10^7$ V/m

The displacement unit is 6.402 cm⁻¹. In the linear pattern the strong pi lines at $\Delta=\pm3$ and $\pm4$ lie $3\times6.402=19.21$ and $4\times6.402=25.61$ cm⁻¹ from the centre, and the faint one at $\pm8$ lies 51.22 cm⁻¹ away.

The fine-structure spreads are 0.365 cm⁻¹ for $n=2$ and 0.144 cm⁻¹ for $n=3$. The largest departure of a level from the linear shift is 0.072 cm⁻¹. All are small compared with the displacement unit, so the linear pattern is a good approximation here for the positions and the strong lines. The faint line at $\pm8$ is more delicate, because its amplitude 1 is left over from a near cancellation: fine structure puts 2p at $m=0$ on average $\frac23\times0.365=0.243$ cm⁻¹ above 2s, which mixes the two $m=0$ Stark states of $n=2$, four units apart, with amplitude $\frac12\cdot0.243/25.6\approx0.005$ and changes the faint amplitude by about $0.005\times41\approx0.2$. With fine structure included in both shells, and the Lamb shift left out, the intensities are about 0.7 at $\Delta=+8$ and 1.4 at $\Delta=-8$, and the weak sigma lines at $\pm5$ change by about 9%, while the strong lines change by less than 1%. In a field a hundred times weaker the $n=2$ levels would shift by at most two units, 0.13 cm⁻¹, less than their fine-structure spread, and the $n=2$ Stark states would no longer be the right ones.

At finite field the red–blue symmetry is slightly broken. Fine structure alone changes the intensities of the lines at $\Delta=\pm4$ by about 0.17% in opposite directions. For these two lines the mixing of shells by the field adds a smaller effect (for the sigma lines at $\pm1$ it is the larger one, 0.15% against about 0.1%): diagonalization with the field included and fine structure left out gives 1682.12 at $\Delta=+4$ and 1679.84 at $\Delta=-4$, about 0.07% above and below 1681. Halving the field halves the largest intensity deviation to within 1%, as expected for a correction linear in $F$.

For the lines at $\Delta=\pm4$ the neglected frequency factor matters more. The shift of 25.61 cm⁻¹ is 0.17% of the line's 15241 cm⁻¹, and radiated power varies as the fourth power of frequency, which changes these two lines by about 0.7% in opposite directions. With fine structure left out, the integers are thus the weak-field limit of the relative intensities.

## Calculated quantities

```
Field: 1.0e+07 V/m
Field in atomic units: 1.94469e-05
Displacement unit (3/2)ea0F: 6.4022 cm^-1
Unperturbed line, fixed nucleus: 15241.29 cm^-1
Amplitude unit u = 3456/78125 a0 = 0.044237 a0
Radial unit q = 3456/15625 a0 = 0.221184 a0
R(2s,3p) = 3.064815 a0; (R/q)^2 = 192.0000
R(2p,3s) = 0.938404 a0; (R/q)^2 = 18.0000
R(2p,3d) = 4.747992 a0; (R/q)^2 = 460.8000
Amplitudes |a| in u; count includes reversed m
pi D=2: k,m 0,0->-1,0; |a|=27.0000; a^2=729.00; count=1
pi D=3: k,m 1,1->0,1; |a|=33.9411; a^2=1152.00; count=2
pi D=4: k,m 2,0->1,0; |a|=41.0000; a^2=1681.00; count=1
pi D=8: k,m 2,0->-1,0; |a|=1.0000; a^2=1.00; count=1
sigma D=0: k,m 0,0->0,1; |a|=21.0000; a^2=441.00; count=2
sigma D=0: k,m 0,2->0,1; |a|=48.0000; a^2=2304.00; count=2
sigma D=1: k,m 1,1->1,0; |a|=31.1127; a^2=968.00; count=2
sigma D=5: k,m 1,1->-1,0; |a|=2.8284; a^2=8.00; count=2
sigma D=6: k,m 2,0->0,1; |a|=3.0000; a^2=9.00; count=2
Intensities in u^2 and displacements
pi |D|=2: I=729; shift=12.804 cm^-1
pi |D|=3: I=2304; shift=19.206 cm^-1
pi |D|=4: I=1681; shift=25.609 cm^-1
pi |D|=8: I=1; shift=51.217 cm^-1
sigma |D|=0: I=5490; shift=0.000 cm^-1
sigma |D|=1: I=1936; shift=6.402 cm^-1
sigma |D|=5: I=16; shift=32.011 cm^-1
sigma |D|=6: I=18; shift=38.413 cm^-1
Totals, both sides: pi 9430, sigma 9430 u^2
Sums of listed values: pi 4715, sigma 7460 u^2
Total from radial integrals: 9430.0000 u^2
Upper k=2,m=0 alone: pi 1682, sigma 18 u^2
Fine-structure spread n=2: 0.3652 cm^-1
Fine-structure spread n=3: 0.1443 cm^-1
Largest nonlinear level shift: 0.0723 cm^-1
Finite field, pi D=+4: 1682.12 u^2
Finite field, pi D=-4: 1679.84 u^2
Largest intensity deviation at 1e-7 au: 0.0152 u^2
Deviation ratio, full to half field: 2.0094
```
